# The Damage-Weighted Recoil Spectrum for Rutherford Collisions: a program that tests the result

```python
"""
Result under test: for Coulomb (Rutherford) recoils with damage
proportional to recoil energy T above a threshold Td, the share of damage
made by primary recoils of energy at most T is
    W(T) = ln(T/Td) / ln(Tmax/Td),   Td <= T <= Tmax.
Tmax: largest recoil energy; b: impact parameter; d: head-on distance of
closest approach; K: constant in d(sigma)/dT = K/T^2.
Energies are in eV, lengths in nm, masses in atomic mass units.
Example: 1 MeV protons in Ga2O3 (material parameters are rough values).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.interpolate import CubicSpline
from scipy.optimize import brentq

COULOMB = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9      # e^2 in eV nm
BOHR = sc.physical_constants["Bohr radius"][0] * 1e9
U_EV = sc.atomic_mass * sc.c**2 / sc.e
BARN = 1e-10                                           # nm^2
m_ion = sc.m_p / sc.atomic_mass
E_ion = 1.0e6
layer_nm = 1000.0
density = 5.9                                          # g/cm^3, rough
mean_excitation = 250.0                                # eV, rough
species = {
    "Ga": dict(Z=31, M=69.723, Td=25.0, n=2),
    "O": dict(Z=8, M=15.999, Td=28.0, n=3),
}
atoms = sum(s["n"] for s in species.values())
Z_mean = sum(s["n"] * s["Z"] for s in species.values()) / atoms
M_mean = sum(s["n"] * s["M"] for s in species.values()) / atoms

nodes, node_weights = np.polynomial.legendre.leggauss(200)
nodes = (nodes + 1) / 2
node_weights = node_weights / 2


def max_transfer(M, energy=E_ion):
    return 4 * m_ion * M * energy / (m_ion + M)**2


def head_on_distance(s):
    return COULOMB * s["Z"] * (1 + m_ion / s["M"]) / E_ion


def rutherford_constant(s):
    return np.pi * (COULOMB * s["Z"])**2 * m_ion / (s["M"] * E_ion)


def log_law(T, Td, Tmax):
    return np.log(T / Td) / np.log(Tmax / Td)


def universal_screening(x):
    return (0.1818 * np.exp(-3.2 * x) + 0.5099 * np.exp(-0.9423 * x)
            + 0.2802 * np.exp(-0.4029 * x) + 0.02817 * np.exp(-0.2016 * x))


def orbit_recoil(b, s, screened=False):
    """Recoil energy from the orbit integral and velocity vectors."""
    d = head_on_distance(s)
    a = 0.8854 * BOHR / (1 + s["Z"]**0.23)

    def radial(w):                                     # w = b/r
        phi = universal_screening(b / (a * w)) if screened else 1.0
        return 1 - d / b * w * phi - w**2

    w_turn = brentq(radial, 1e-12, 1.0, xtol=1e-17, rtol=1e-15)
    w = w_turn * (1 - nodes**2)
    integral = np.sum(node_weights * w_turn * nodes / np.sqrt(radial(w)))
    theta = np.pi - 4 * integral
    v_cm = m_ion * np.sqrt(2 * E_ion / m_ion) / (m_ion + s["M"])
    before = np.array([-v_cm, 0.0])
    turn = np.array([[np.cos(theta), -np.sin(theta)],
                     [np.sin(theta), np.cos(theta)]])
    velocity = turn @ before + np.array([v_cm, 0.0])
    return 0.5 * s["M"] * velocity @ velocity


def recoil_table(s, screened=False):
    d = head_on_distance(s)
    b_end = 0.65 * d * np.sqrt(max_transfer(s["M"]) / s["Td"])
    x = np.linspace(np.log(0.01 * d), np.log(b_end), 300)
    T = np.array([orbit_recoil(np.exp(v), s, screened) for v in x])
    return x, T, CubicSpline(x, np.log(T))


def impact_log(table, T):
    x, _, log_T = table
    return brentq(lambda v: float(log_T(v)) - np.log(T), x[0], x[-1])


def damage_area(table, damage, T_low, T_high):
    """Integral of damage over the impact area with T_low < T < T_high."""
    if T_high <= T_low:
        return 0.0
    x, T, _ = table
    area = CubicSpline(x, damage(T) * 2 * np.pi * np.exp(2 * x))
    x_low = impact_log(table, T_low)
    if T_high >= T[0]:
        core = damage(T[0]) * np.pi * np.exp(2 * x[0])
        return float(area.integrate(x[0], x_low)) + core
    return float(area.integrate(impact_log(table, T_high), x_low))


def median(fraction, low, high):
    root = brentq(lambda y: fraction(np.exp(y)) - 0.5,
                  np.log(low), np.log(high))
    return np.exp(root)


def damage_energy(T, s):
    """Lindhard partition, Robinson form, recoil in a mean host atom."""
    Z, M = s["Z"], s["M"]
    zz = Z**(2 / 3) + Z_mean**(2 / 3)
    scale = (COULOMB / (0.8853 * BOHR) * Z * Z_mean * np.sqrt(zz)
             * (M + M_mean) / M_mean)
    k = (32 / (3 * np.pi) * np.sqrt(sc.m_e / sc.atomic_mass)
         * Z**(2 / 3) * np.sqrt(Z_mean) * (M + M_mean)**1.5
         / (zz**0.75 * M**1.5 * np.sqrt(M_mean)))
    eps = T / scale
    g = 3.4008 * eps**(1 / 6) + 0.40244 * eps**0.75 + eps
    return T / (1 + k * g)


def identity(T):
    return T


# Orbits against the Rutherford formulas and the logarithmic law
bare = {name: recoil_table(s) for name, s in species.items()}
for name, s in species.items():
    d, Tmax, K = head_on_distance(s), max_transfer(s["M"]), \
        rutherford_constant(s)
    for ratio in (0.1, 0.5, 3.0, 15.0):
        expected = Tmax / (1 + (2 * ratio)**2)
        assert abs(orbit_recoil(ratio * d, s) / expected - 1) < 1e-6
    b, h = 5 * d, 1e-3
    T_in, T_out = orbit_recoil(b * (1 - h), s), orbit_recoil(b * (1 + h), s)
    slope = np.pi * b**2 * ((1 + h)**2 - (1 - h)**2) / (T_in - T_out)
    assert abs(slope * orbit_recoil(b, s)**2 / K - 1) < 1e-5
    whole = damage_area(bare[name], identity, s["Td"], Tmax)
    assert abs(whole / (K * np.log(Tmax / s["Td"])) - 1) < 1e-4
    for T in (60.0, 1e3, 2e4):
        part = damage_area(bare[name], identity, s["Td"], T)
        assert abs(part / whole - log_law(T, s["Td"], Tmax)) < 1e-4

ga, ox = species["Ga"], species["O"]
Td, Tmax, K = ga["Td"], max_transfer(ga["M"]), rutherford_constant(ga)
L = np.log(Tmax / Td)
T_half = np.sqrt(Td * Tmax)
half = damage_area(bare["Ga"], identity, Td, T_half)
all_ga = damage_area(bare["Ga"], identity, Td, Tmax)
assert abs(half / all_ga - 0.5) < 1e-4


# Number spectrum, from impact areas
def number_law(T):
    return (1 / Td - 1 / T) / (1 / Td - 1 / Tmax)


b_edge = np.exp(impact_log(bare["Ga"], Td))
number_median = 2 * Td * Tmax / (Td + Tmax)
assert abs(orbit_recoil(b_edge / np.sqrt(2), ga) / number_median - 1) < 1e-4
for T in (100.0, 1e3):
    b_T = np.exp(impact_log(bare["Ga"], T))
    assert abs(1 - (b_T / b_edge)**2 - number_law(T)) < 1e-4
sigma_d = K * (1 / Td - 1 / Tmax)
assert abs(np.pi * b_edge**2 / sigma_d - 1) < 1e-4
mean_T = L / (1 / Td - 1 / Tmax)
assert abs(all_ga / (np.pi * b_edge**2) / mean_T - 1) < 1e-4


# Other damage laws, by quadrature over ln T
def quadrature_fraction(damage, T, power=2):
    def part(low, high):
        return quad(lambda y: damage(np.exp(y)) * np.exp((1 - power) * y),
                    np.log(low), np.log(high), epsabs=0,
                    epsrel=1e-10, limit=200)[0]
    knee = 2.5 * Td
    if T <= knee:
        lower = part(Td, T)
        upper = part(T, knee) + part(knee, Tmax)
    else:
        lower = part(Td, knee) + part(knee, T)
        upper = part(T, Tmax)
    return lower / (lower + upper)


def pair_count(T):
    return np.maximum(1.0, 0.4 * T / Td)


delta = 1.5 - np.log(2.5)
p = 0.1


def plateau_law(T):
    return (np.log(T / Td) + delta) / (L + delta)


def survival_law(T, q=p):
    return (1 - (T / Td)**(-q)) / (1 - (Tmax / Td)**(-q))


def hard_sphere_law(T):
    return (T**2 - Td**2) / (Tmax**2 - Td**2)


for T in (100.0, 1e3, 1e4):
    assert abs(quadrature_fraction(pair_count, T) - plateau_law(T)) < 1e-7
    assert abs(quadrature_fraction(lambda t: t**(1 - p), T)
               - survival_law(T)) < 1e-7
    assert abs(quadrature_fraction(identity, T, power=0)
               - hard_sphere_law(T)) < 1e-7
    assert abs(survival_law(T, 1e-6) - log_law(T, Td, Tmax)) < 1e-5

# Sizes of neglected effects
screened = {name: recoil_table(s, True) for name, s in species.items()}
all_screened = damage_area(screened["Ga"], identity, Td, Tmax)
median_screened = median(
    lambda T: damage_area(screened["Ga"], identity, Td, T) / all_screened,
    100, 1e4)
median_lindhard = median(
    lambda T: quadrature_fraction(lambda t: damage_energy(t, ga), T),
    100, 1e4)
median_plateau = median(plateau_law, 100, 1e4)
median_survival = median(survival_law, 100, 1e4)
median_sphere = median(hard_sphere_law, 100, Tmax)
assert all_screened < all_ga and median_screened > T_half
assert max(median_lindhard, median_plateau, median_survival) < T_half


def compound_law(T):
    top = bottom = 0.0
    for s in species.values():
        limit = max_transfer(s["M"])
        weight = s["n"] * rutherford_constant(s)
        top += weight * np.log(min(max(T, s["Td"]), limit) / s["Td"])
        bottom += weight * np.log(limit / s["Td"])
    return top / bottom


def orbit_compound(T, tables, full):
    total = 0.0
    for name, s in species.items():
        def damage(t, s=s):
            if full:
                return np.maximum(1.0, 0.4 * damage_energy(t, s) / s["Td"])
            return t
        total += s["n"] * damage_area(tables[name], damage, s["Td"], T)
    return total


bare_total = orbit_compound(1e6, bare, False)
for T in (100.0, 1e3, 1e5):
    ratio = orbit_compound(T, bare, False) / bare_total
    assert abs(ratio - compound_law(T)) < 1e-4
ga_share = ga["n"] * all_ga / bare_total
median_compound = median(compound_law, 100, 1e5)
full_total = orbit_compound(1e6, screened, True)


def full_fraction(T):
    return orbit_compound(T, screened, True) / full_total


median_full = median(full_fraction, 100, 1e5)

formula_mass = sum(s["n"] * s["M"] for s in species.values())
electrons = sum(s["n"] * s["Z"] for s in species.values())
n_e = density * 1e-3 / (formula_mass * sc.atomic_mass * 1e21) * electrons
mv2 = 2 * E_ion * sc.m_e / sc.m_p
stopping = (4 * np.pi * COULOMB**2 * n_e / mv2
            * np.log(2 * mv2 / mean_excitation))       # eV/nm
E_back = E_ion - stopping * layer_nm
W_back = log_law(T_half, Td, max_transfer(ga["M"], E_back))
mc2, Mc2 = m_ion * U_EV, ga["M"] * U_EV
Tmax_rel = (2 * Mc2 * E_ion * (E_ion + 2 * mc2)
            / ((mc2 + Mc2)**2 + 2 * Mc2 * E_ion))

print(f"Proton energy: {E_ion/1e3:.0f} keV")
print(f"Proton mass: {m_ion:.4f} u; Ga mass: {ga['M']:.3f} u")
print(f"Threshold Td: Ga {Td:.0f} eV, O {ox['Td']:.0f} eV (rough)")
print(f"Ga head-on distance d: {head_on_distance(ga)*1e6:.2f} fm")
print(f"Ga Tmax: {Tmax/1e3:.2f} keV")
print(f"Ga ln(Tmax/Td): {L:.4f}")
print(f"Ga constant K: {K/BARN:.4e} eV barn")
print(f"Ga displacement cross section: {sigma_d/BARN:.4e} barn")
print(f"Ga damage-energy cross section: {K*L/BARN:.4e} eV barn")
print(f"Mean Ga recoil energy above Td: {mean_T:.1f} eV")
print(f"Median Ga recoil by number: {number_median:.2f} eV")
print(f"Median Ga recoil by damage: {T_half:.1f} eV")
print(f"Damage share per full decade: {np.log(10)/L:.4f}")
print(f"Hard-sphere damage median: {median_sphere/1e3:.2f} keV")
for T in (100.0, 1e3, 1e4):
    print(f"T = {T:.0f} eV: W = {log_law(T, Td, Tmax):.4f}, "
          f"N = {number_law(T):.4f}, orbit W = "
          f"{damage_area(bare['Ga'], identity, Td, T)/all_ga:.4f}")
print("Neglected effects, Ga recoils, one at a time:")
print(f"Impact parameter at Td: {b_edge*1e3:.3f} pm")
print(f"Universal screening length: "
      f"{0.8854*BOHR/(1+ga['Z']**0.23)*1e3:.2f} pm")
print(f"Screened/bare damage energy: {all_screened/all_ga:.4f}")
print(f"Damage median, screening: {median_screened:.0f} eV")
print(f"Damage-energy share of a Tmax recoil: "
      f"{damage_energy(Tmax, ga)/Tmax:.3f}")
print(f"Damage median, electronic losses: {median_lindhard:.0f} eV")
print(f"Plateau shift delta: {delta:.4f}")
print(f"Damage median, one-pair plateau: {median_plateau:.0f} eV")
print(f"Damage median, survival p = {p:.1f}: {median_survival:.0f} eV")
for trial in (20.0, 30.0):
    print(f"W(1000 eV) if Td = {trial:.0f} eV: "
          f"{log_law(1e3, trial, Tmax):.4f}")
print(f"Density: {density:.1f} g/cm3; mean excitation energy: "
      f"{mean_excitation:.0f} eV (rough)")
print(f"Bethe stopping power: {stopping:.1f} eV/nm")
print(f"Proton energy after {layer_nm/1e3:.0f} um: {E_back/1e3:.0f} keV")
print(f"W at front-face median, back face: {W_back:.4f}")
print(f"Relativistic change of Tmax: {(Tmax_rel/Tmax-1)*100:.3f} %")
for name, s in species.items():
    contact = 1.2 * (1 + s["M"]**(1 / 3))
    print(f"{name}: closest approach {head_on_distance(s)*1e6:.1f} fm, "
          f"nuclear contact about {contact:.1f} fm")
print("Both sublattices:")
print(f"O Tmax: {max_transfer(ox['M'])/1e3:.1f} keV")
print(f"Ga share of damage energy, simple law: {ga_share:.3f}")
print(f"Damage median, simple law: {median_compound:.0f} eV")
print(f"Damage median, combined model: {median_full:.0f} eV")
for T in (100.0, 1e3, 1e4):
    print(f"T = {T:.0f} eV: simple W = {compound_law(T):.3f}, "
          f"combined W = {full_fraction(T):.3f}")
print("success")
```

Running it gives:

```
Proton energy: 1000 keV
Proton mass: 1.0073 u; Ga mass: 69.723 u
Threshold Td: Ga 25 eV, O 28 eV (rough)
Ga head-on distance d: 45.28 fm
Ga Tmax: 56.15 keV
Ga ln(Tmax/Td): 7.7170
Ga constant K: 9.0438e+05 eV barn
Ga displacement cross section: 3.6159e+04 barn
Ga damage-energy cross section: 6.9790e+06 eV barn
Mean Ga recoil energy above Td: 193.0 eV
Median Ga recoil by number: 49.98 eV
Median Ga recoil by damage: 1184.8 eV
Damage share per full decade: 0.2984
Hard-sphere damage median: 39.71 keV
T = 100 eV: W = 0.1796, N = 0.7503, orbit W = 0.1796
T = 1000 eV: W = 0.4780, N = 0.9754, orbit W = 0.4780
T = 10000 eV: W = 0.7764, N = 0.9979, orbit W = 0.7764
Neglected effects, Ga recoils, one at a time:
Impact parameter at Td: 1.073 pm
Universal screening length: 14.63 pm
Screened/bare damage energy: 0.9883
Damage median, screening: 1221 eV
Damage-energy share of a Tmax recoil: 0.715
Damage median, electronic losses: 960 eV
Plateau shift delta: 0.5837
Damage median, one-pair plateau: 885 eV
Damage median, survival p = 0.1: 573 eV
W(1000 eV) if Td = 20 eV: 0.4927
W(1000 eV) if Td = 30 eV: 0.4654
Density: 5.9 g/cm3; mean excitation energy: 250 eV (rough)
Bethe stopping power: 84.4 eV/nm
Proton energy after 1 um: 916 keV
W at front-face median, back face: 0.5058
Relativistic change of Tmax: 0.050 %
Ga: closest approach 45.3 fm, nuclear contact about 6.1 fm
O: closest approach 12.2 fm, nuclear contact about 4.2 fm
Both sublattices:
O Tmax: 222.9 keV
Ga share of damage energy, simple law: 0.664
Damage median, simple law: 1486 eV
Damage median, combined model: 641 eV
T = 100 eV: simple W = 0.167, combined W = 0.272
T = 1000 eV: simple W = 0.451, combined W = 0.553
T = 10000 eV: simple W = 0.735, combined W = 0.813
success
```
